# Comment on a plasmon dispersion derived from the Thomas-Fermi pressure: a numerical check

```python
# Result under test: for a 3D electron gas in the RPA at zero temperature,
#   omega^2 = omega_p^2 + beta^2 q^2 + O(q^4),
# beta^2 = vF^2/3 for an isotropic Fermi surface (Thomas-Fermi pressure),
# beta^2 = 3 vF^2/5 without collisions; the difference 4 vF^2/15 is due to
# the l = 2 (shear) deformation of the Fermi surface.
# Symbols: q wave vector, kF Fermi wave vector (= vF in atomic units),
# n density, omega_p plasma frequency, gamma collision rate,
# kappa = q vF / omega_p. Hartree atomic units unless stated.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

hartree_eV = physical_constants["Hartree energy in eV"][0]
rs = 4.0
n = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n) ** (1 / 3)
wp = np.sqrt(4 * np.pi * n)
pressure = n * kF**2 / 5

print(f"density parameter r_s = {rs:.1f} bohr")
print(f"density n = {n:.6e} bohr^-3")
print(f"kF = vF = {kF:.5f} a.u.")
print(f"plasma frequency = {wp:.5f} hartree = {wp*hartree_eV:.4f} eV")
print(f"Fermi pressure P = {pressure:.5e} a.u.")

# --- Stress of a gas filling an ellipsoid in momentum space ---
x, w = leggauss(80)


def ellipsoid(k_perp, k_par):
    """Density, P_zz, P_xx by quadrature over the occupied ellipsoid."""
    k = 1 / np.sqrt(x**2 / k_par**2 + (1 - x**2) / k_perp**2)
    pref = 1 / (2 * np.pi**2)
    dens = pref * np.sum(w * k**3 / 3)
    pzz = pref * np.sum(w * x**2 * k**5 / 5)
    pxx = pref * np.sum(w * (1 - x**2) / 2 * k**5 / 5)
    return dens, pzz, pxx


d = 1e-4
up, down = ellipsoid(kF, kF*(1+d)), ellipsoid(kF, kF*(1-d))
slope_zz = (up[1] - down[1]) / (up[0] - down[0])
slope_xx = (up[2] - down[2]) / (up[0] - down[0])
sup, sdown = ellipsoid(kF*(1+d), kF*(1+d)), ellipsoid(kF*(1-d), kF*(1-d))
slope_iso = (sup[1] - sdown[1]) / (sup[0] - sdown[0])
assert abs(ellipsoid(kF, kF)[1] / pressure - 1) < 1e-10
assert abs(slope_zz / kF**2 - 3 / 5) < 1e-6
assert abs(slope_xx / kF**2 - 1 / 5) < 1e-6
assert abs(slope_iso / kF**2 - 1 / 3) < 1e-6


def isochoric_energy(strain):
    """Kinetic energy density after a volume-preserving uniaxial strain."""
    dens, pzz, pxx = ellipsoid(kF*np.exp(strain/2), kF*np.exp(-strain))
    assert abs(dens / n - 1) < 1e-10
    return (pzz + 2 * pxx) / 2


e = 1e-3
shear = (isochoric_energy(e) + isochoric_energy(-e)
         - 2 * isochoric_energy(0.0)) / (3 * e**2)
bulk = n * slope_iso
assert abs(shear / pressure - 1) < 1e-4
assert abs((bulk + 4 * shear / 3) / (n * slope_zz) - 1) < 1e-4
print("Deformed Fermi surface, by quadrature:")
print(f"  sphere: (dP/dn)/vF^2 = {slope_iso/kF**2:.6f}")
print(f"  ellipsoid: (dP_zz/dn)/vF^2 = {slope_zz/kF**2:.6f}")
print(f"  ellipsoid: (dP_xx/dn)/vF^2 = {slope_xx/kF**2:.6f}")
print(f"  bulk modulus K/P = {bulk/pressure:.5f}")
print(f"  shear modulus G/P = {shear/pressure:.5f}")
print(f"  shear part (4G/3)/(n vF^2) = {4*shear/(3*n*kF**2):.6f}")

# --- Plasmon from the zero of the RPA dielectric function ---


def epsilon(q, omega):
    """Lindhard sum over the Fermi sphere, outside the pair continuum."""
    kz = kF * x
    gap = q * kz + q**2 / 2
    integrand = (kF**2 - kz**2) * 2 * gap / (omega**2 - gap**2)
    chi0 = kF * np.sum(w * integrand) / (4 * np.pi**2)
    return 1 - 4 * np.pi * chi0 / q**2


def plasmon(q):
    low, high = 0.9 * wp, 1.5 * wp
    assert q * kF + q**2 / 2 < low
    return brentq(lambda om: epsilon(q, om), low, high,
                  xtol=1e-15, rtol=1e-15)


def beta2_rpa(q):
    return (plasmon(q)**2 - wp**2) / q**2


q0 = 0.02
beta2_limit = (4 * beta2_rpa(q0) - beta2_rpa(2 * q0)) / 3
assert abs(beta2_limit / kF**2 - 3 / 5) < 1e-4
quartic = (beta2_rpa(q0) - 0.6 * kF**2) / q0**2
quartic_formula = 12 / 175 * kF**4 / wp**2 + 1 / 4
assert abs(quartic / quartic_formula - 1) < 0.02  # next order in q^2
print("RPA plasmon from the numerical Lindhard function:")
print(f"  beta^2/vF^2 for q -> 0 = {beta2_limit/kF**2:.6f}")
print(f"  q^4 coefficient at q = {q0:.2f}: {quartic:.4f} a.u.")
print(f"  q^4 coefficient, formula: {quartic_formula:.4f} a.u.")
print("  q (1/bohr), q vF/wp, then energies in eV:")
print("  RPA, law with 3/5, law with 1/3")
for q in (0.05, 0.10, 0.20):
    exact_root = plasmon(q)
    law35 = np.sqrt(wp**2 + 0.6 * kF**2 * q**2)
    law13 = np.sqrt(wp**2 + kF**2 * q**2 / 3)
    assert abs(law35 - exact_root) < abs(law13 - exact_root)
    print(f"  {q:.2f}  {q*kF/wp:.4f}  {exact_root*hartree_eV:.4f}"
          f"  {law35*hartree_eV:.4f}  {law13*hartree_eV:.4f}")

# --- Static response: principal-value integral at zero frequency ---
qs = 0.01
pv = quad(lambda k: kF**2 - k**2, -kF, kF, weight="cauchy",
          wvar=-qs / 2)[0]
chi_static = -pv / (2 * np.pi**2 * qs)
beta2_static = -n / chi_static
assert abs(beta2_static / kF**2 - 1 / 3) < 1e-3
print(f"Static response at q = {qs:.2f} 1/bohr:")
print(f"  chi0 = {chi_static:.6f} a.u.")
print(f"  -n/(chi0 vF^2) = {beta2_static/kF**2:.6f}")

# --- Kinetic equation on an angular grid, frequencies in units of wp ---
size = 40
mu, wt = leggauss(size)
legendre = legvander(mu, size - 1)
degree = np.arange(size)
to_coeff = ((2 * degree + 1) / 2)[:, None] * legendre.T * wt


def kinetic_mode(kappa, rates):
    """Plasmon eigenvalue and Legendre coefficients; rates[l] relaxes l."""
    streaming = np.diag(kappa * mu)
    hartree_field = np.outer(3 * mu / kappa, wt / 2)
    collisions = legendre @ np.diag(rates) @ to_coeff
    values, vectors = np.linalg.eig(streaming + hartree_field
                                    - 1j * collisions)
    pick = np.argmin(abs(values - 1))
    return values[pick], to_coeff @ vectors[:, pick]


kappa = 0.05


def beta2_kinetic(rates):
    return (kinetic_mode(kappa, rates)[0]**2 - 1) / kappa**2


print(f"Kinetic equation at q vF/wp = {kappa:.2f}:")
print("  gamma/wp, Re and Im of beta^2/vF^2, then formula Re and Im")
for gamma in (0.0, 0.1, 1.0, 10.0, 1000.0):
    b = beta2_kinetic(np.where(degree >= 2, gamma, 0.0))
    f = 1 / 3 + 4 / 15 / (1 + 1j * gamma)
    assert abs(b - f) < 1e-3  # corrections of order kappa^2
    print(f"  {gamma:6.1f}  {b.real:.5f} {b.imag:.5f}"
          f"  {f.real:.5f} {f.imag:.5f}")

only_l2 = beta2_kinetic(np.where(degree == 2, 1000.0, 0.0))
only_higher = beta2_kinetic(np.where(degree >= 3, 1000.0, 0.0))
assert abs(only_l2 - 1 / 3) < 1e-3
assert abs(only_higher - 3 / 5) < 1e-3
print("  Selective relaxation at rate 1000 wp, Re beta^2/vF^2:")
print(f"    only l = 2 relaxed: {only_l2.real:.5f}")
print(f"    all l >= 3 relaxed: {only_higher.real:.5f}")

coeff = kinetic_mode(kappa, np.zeros(size))[1]
ratio = (coeff[2] / coeff[0]).real
assert abs(ratio - 2) < 5e-3
print(f"  collisionless mode, l=2 to l=0 amplitude: {ratio:.5f}")

print("all assertions hold")
```

Running it gives:

```
density parameter r_s = 4.0 bohr
density n = 3.730194e-03 bohr^-3
kF = vF = 0.47979 a.u.
plasma frequency = 0.21651 hartree = 5.8914 eV
Fermi pressure P = 1.71737e-04 a.u.
Deformed Fermi surface, by quadrature:
  sphere: (dP/dn)/vF^2 = 0.333333
  ellipsoid: (dP_zz/dn)/vF^2 = 0.600000
  ellipsoid: (dP_xx/dn)/vF^2 = 0.200000
  bulk modulus K/P = 1.66667
  shear modulus G/P = 1.00000
  shear part (4G/3)/(n vF^2) = 0.266667
RPA plasmon from the numerical Lindhard function:
  beta^2/vF^2 for q -> 0 = 0.599997
  q^4 coefficient at q = 0.02: 0.3279 a.u.
  q^4 coefficient, formula: 0.3275 a.u.
  q (1/bohr), q vF/wp, then energies in eV:
  RPA, law with 3/5, law with 1/3
  0.05  0.1108  5.9132  5.9131  5.9035
  0.10  0.2216  5.9797  5.9776  5.9395
  0.20  0.4432  6.2639  6.2290  6.0813
Static response at q = 0.01 1/bohr:
  chi0 = -0.048611 a.u.
  -n/(chi0 vF^2) = 0.333345
Kinetic equation at q vF/wp = 0.05:
  gamma/wp, Re and Im of beta^2/vF^2, then formula Re and Im
     0.0  0.60017 0.00000  0.60000 0.00000
     0.1  0.59753 -0.02643  0.59736 -0.02640
     1.0  0.46670 -0.13340  0.46667 -0.13333
    10.0  0.33597 -0.02641  0.33597 -0.02640
  1000.0  0.33333 -0.00027  0.33333 -0.00027
  Selective relaxation at rate 1000 wp, Re beta^2/vF^2:
    only l = 2 relaxed: 0.33333
    all l >= 3 relaxed: 0.60000
  collisionless mode, l=2 to l=0 amplitude: 2.00129
all assertions hold
```
